# Surface temperature of a solid heated by a triangular pulse

## Problem

A laser pulse heats the flat face of a thick solid. The solid fills $x\ge 0$ and is initially at the uniform temperature $T_0$. Its thermal conductivity $k$ and heat capacity per volume $C$ are constant. The light is absorbed at the surface, heat flows along $x$ alone, nothing melts, and losses from the surface are ignored. The absorbed flux, in power per area, is a symmetric triangle:

$$
q(t)=\begin{cases} q_0\,t/t_p, & 0\le t\le t_p,\\ q_0\,(2-t/t_p), & t_p\le t\le 2t_p,\\ 0, & t\ge 2t_p.\end{cases}
$$

Write $\Delta T=T-T_0$, $D=k/C$ for the diffusivity and $e=\sqrt{kC}$ for the effusivity.

(a) Express the surface temperature rise as an integral over the earlier flux.

(b) Show that the surface temperature has a single maximum, at $t=4t_p/3$, and explain why it comes after the flux maximum.

(c) Find the maximum rise.

(d) Replace the thick solid by a thin film of thickness $L$ with an insulated back face, where $L^2\ll Dt_p$. When does its front surface peak?

(e) Suppose that $k$ and $C$ both grow with temperature by the same factor $1+b\,\Delta T$. Does the peak time of the thick solid change?

(f) Evaluate the results for bulk palladium with the rough values $k=0.72$ W/(cm K) and $C=2.9$ J/(cm³ K), for $T_0=300$ K, $t_p=20$ ns and $q_0=7$ MW/cm². Estimate the effects that the model leaves out.

## Solution

### (a) The surface remembers earlier heat

Energy conservation and Fourier's law give

$$
C\,\frac{\partial \Delta T}{\partial t}=k\,\frac{\partial^2 \Delta T}{\partial x^2},\qquad -k\,\frac{\partial \Delta T}{\partial x}\Big|_{x=0}=q(t). \tag{1}
$$

Consider first one unit of energy per area, deposited at the surface at time zero. The temperature rise that follows is

$$
G(x,t)=\frac{1}{C\sqrt{\pi D t}}\,e^{-x^2/(4Dt)} .
$$

To verify this, differentiate:

$$
\frac{\partial G}{\partial t}=\left(-\frac{1}{2t}+\frac{x^2}{4Dt^2}\right)G,\qquad
\frac{\partial^2 G}{\partial x^2}=\left(-\frac{1}{2Dt}+\frac{x^2}{4D^2t^2}\right)G .
$$

The first expression is $D$ times the second, so the heat equation holds. The energy content is $C\int_0^\infty G\,dx=\frac{1}{\sqrt{\pi Dt}}\cdot\frac{\sqrt{4\pi Dt}}{2}=1$, as required.

The equation is linear, so the deposits $q(s)\,ds$ made at earlier times $s$ add up:

$$
\Delta T(x,t)=\int_0^t q(s)\,G(x,t-s)\,ds .
$$

This sum must also carry the right flux at the surface. With the age $a=t-s$ and $k/(CD)=1$,

$$
-k\frac{\partial\Delta T}{\partial x}=\int_0^t q(t-a)\,\frac{x}{2\sqrt{\pi D}\,a^{3/2}}\,e^{-x^2/(4Da)}\,da
=\frac{2}{\sqrt\pi}\int_{x/\sqrt{4Dt}}^{\infty} q\!\left(t-\frac{x^2}{4Dw^2}\right)e^{-w^2}dw ,
$$

where $w=x/\sqrt{4Da}$. As $x\to0$, the flux under the integral tends to $q(t)$ and the lower limit to zero. Since $\int_0^\infty e^{-w^2}dw=\sqrt\pi/2$, the result is $q(t)$, which is the boundary condition in (1).

At $x=0$ the prefactor of $G$ contains $C\sqrt D=\sqrt{kC}=e$. Hence

$$
\Delta T(0,t)=\frac{1}{e\sqrt\pi}\int_0^t\frac{q(s)}{\sqrt{t-s}}\,ds . \tag{2}
$$

Heat deposited at age $a$ counts with weight $1/\sqrt a$, because it has meanwhile spread over a depth of order $\sqrt{Da}$.

### (b) The time of the maximum

**One ramp.** For $q=\alpha s$, substitute $u=\sqrt{t-s}$, so that $s=t-u^2$ and $ds=-2u\,du$. The factor $u$ cancels the square root in the denominator:

$$
\int_0^t\frac{s\,ds}{\sqrt{t-s}}=2\int_0^{\sqrt t}(t-u^2)\,du=2\left(t^{3/2}-\frac{t^{3/2}}{3}\right)=\frac43\,t^{3/2}. \tag{3}
$$

**The triangle as three ramps.** Let $(y)_+$ mean $y$ for $y>0$ and zero otherwise. Then

$$
q(t)=\frac{q_0}{t_p}\left[t-2(t-t_p)_++(t-2t_p)_+\right]. \tag{4}
$$

Between $t_p$ and $2t_p$ the bracket is $t-2t+2t_p=2t_p-t$, which is the falling flank. After $2t_p$ the third term adds $t-2t_p$ and makes the bracket zero. A delayed ramp produces the delayed response, so (3) with $\alpha=q_0/t_p$ gives

$$
\Delta T(0,t)=\frac{4q_0}{3\sqrt\pi\,e\,t_p}\left[t^{3/2}-2(t-t_p)_+^{3/2}+(t-2t_p)_+^{3/2}\right]. \tag{5}
$$

**The sign of the slope.** Differentiation brings down a factor $3/2$:

$$
\frac{d\Delta T(0,t)}{dt}=\frac{2q_0}{\sqrt\pi\,e\,t_p}\left[\sqrt t-2\sqrt{(t-t_p)_+}+\sqrt{(t-2t_p)_+}\right]. \tag{6}
$$

There are three intervals to examine.

- For $0<t\le t_p$ the bracket is $\sqrt t>0$. The surface is still warming when the flux peaks.
- For $t_p<t\le 2t_p$ the slope is positive when $\sqrt t>2\sqrt{t-t_p}$. Both sides are positive, so squaring keeps the inequality: $t>4t-4t_p$, or $t<4t_p/3$. The slope vanishes at $4t_p/3$ and is negative afterwards.
- For $t>2t_p$ the slope is negative if $\sqrt t+\sqrt{t-2t_p}<2\sqrt{t-t_p}$. Squaring gives $2t-2t_p+2\sqrt{t(t-2t_p)}<4(t-t_p)$, or $\sqrt{t^2-2tt_p}<t-t_p$. Squaring again gives $t^2-2tt_p<t^2-2tt_p+t_p^2$, which is true.

The surface therefore warms until

$$
t_{\max}=\frac{4t_p}{3} \tag{7}
$$

and cools from then on. The maximum is single, and neither $k$, $C$ nor $q_0$ enters its time.

**Why it is late.** Write (2) in terms of the age, $\Delta T(0,t)\propto\int_0^t q(t-a)\,a^{-1/2}da$. Because $q(0)=0$, differentiation acts only on $q$:

$$
\frac{d\Delta T(0,t)}{dt}=\frac{1}{e\sqrt\pi}\int_0^t\frac{q'(t-a)}{\sqrt a}\,da .
$$

The warming rate is thus a weighted memory of the *slope* of the flux. Just after $t_p$ the negative slope has acted only briefly, and the memory of the rising flank still wins. At $4t_p/3$ the falling flank covers ages from $0$ to $t_p/3$ and contributes $-2\sqrt{t_p/3}$, in units of $q_0/t_p$. The rising flank covers ages from $t_p/3$ to $4t_p/3$ and contributes $2\sqrt{4t_p/3}-2\sqrt{t_p/3}=2\sqrt{t_p/3}$. The two cancel. A short recent interval balances a rising flank three times as long because recent changes carry more weight.

The flux at this moment is still $q_0(2-4/3)=2q_0/3$. The surface stops warming although heat keeps arriving, because conduction removes heat from a surface layer much thinner than $\sqrt{Dt_p}$ as fast as the pulse supplies it. Deeper down, the solid is still warming.

### (c) The maximum rise

At $t=4t_p/3$ the third term of (5) is absent, and the bracket equals

$$
t_p^{3/2}\left[\left(\frac43\right)^{3/2}-2\left(\frac13\right)^{3/2}\right]
=t_p^{3/2}\,\frac{8-2}{3\sqrt3}=\frac{2}{\sqrt3}\,t_p^{3/2}.
$$

Therefore

$$
\Delta T_{\max}=\frac{4q_0\sqrt{t_p}}{3\sqrt\pi\,e}\cdot\frac{2}{\sqrt3}=\frac{8}{3\sqrt{3\pi}}\,\frac{q_0\sqrt{t_p}}{e}\approx0.869\,\frac{q_0\sqrt{t_p}}{e}. \tag{8}
$$

At $t_p$ the bracket is $t_p^{3/2}$, so the maximum exceeds the rise at the flux peak by the factor $2/\sqrt3\approx1.155$. Reading the temperature at the flux peak would miss about 13% of the maximum rise.

The absorbed fluence is the area of the triangle, $F=q_0t_p$. At fixed $q_0$ a longer pulse heats the surface more, as $\sqrt{t_p}$. At fixed $F$ it heats the surface less, since $q_0\sqrt{t_p}=F/\sqrt{t_p}$.

Long after the pulse all its heat has nearly the same age $t$, and (2) becomes $\Delta T(0,t)\approx F/(e\sqrt{\pi t})$. To this leading order only the fluence matters, not the pulse shape.

As a check on (5), equation (1) was solved numerically without the memory integral. The grid spacing was $0.02\sqrt{Dt_p}$, the time step $0.002\,t_p$ and the depth $12\sqrt{Dt_p}$. The peak came at $1.3334\,t_p$. The largest departure from (5), up to $t=2.5\,t_p$, was $6\times10^{-5}$ of $q_0\sqrt{t_p}/e$.

### (d) A thin insulated film

The film cannot pass its heat on, so its mean rise $m$ obeys $CL\,dm/dt=q$ and grows until the pulse ends. The front surface is slightly hotter than the mean because heat must flow inward.

On the falling flank $q'=-q_0/t_p$ is constant. Once the transient from the kink at $t_p$ has died out, the profile has the form

$$
\Delta T(x,t)=m(t)+\frac{q(t)}{k}\,p(x)+r(x),
$$

where $r$ does not depend on time and $p$ has zero mean. Insert this into the heat equation and collect the terms proportional to $q$. They require $p''=1/L$, with $p'(0)=-1$ for the incoming flux and $p'(L)=0$ at the back. The solution is

$$
p(x)=\frac{(L-x)^2}{2L}-\frac L6,\qquad p(0)=\frac L2-\frac L6=\frac L3 .
$$

The remaining terms, proportional to the constant $q'$, fix $r(x)$, which does not affect the timing. The surface temperature is stationary when

$$
\frac{q}{CL}+\frac{q'L}{3k}=0
\quad\Rightarrow\quad
2-\frac{t}{t_p}=\frac{CL^2}{3k\,t_p}
\quad\Rightarrow\quad
t=2t_p-\frac{L^2}{3D}. \tag{9}
$$

The transient decays at least as fast as $e^{-\pi^2D(t-t_p)/L^2}$, so it is negligible here when $L^2\ll Dt_p$. For $L=0.2\sqrt{Dt_p}$, formula (9) gives $1.9867\,t_p$, and the numerical solution gives the same to four decimals.

A thin insulated film, with $L^2\ll Dt_p$, thus peaks near the end of the pulse. The thick solid, whose surface loses heat to the interior, peaks between the flux maximum and that time.

### (e) Properties that vary together

Let $k=k_0(1+b\Delta T)$ and $C=C_0(1+b\Delta T)$, and define

$$
\varphi=\Delta T+\tfrac12 b\,\Delta T^2,\qquad d\varphi=(1+b\Delta T)\,d\Delta T .
$$

Then $C\,\partial_t\Delta T=C_0\,\partial_t\varphi$ and $k\,\partial_x\Delta T=k_0\,\partial_x\varphi$. The heat equation and the boundary condition become

$$
C_0\,\frac{\partial\varphi}{\partial t}=k_0\,\frac{\partial^2\varphi}{\partial x^2},\qquad -k_0\frac{\partial\varphi}{\partial x}\Big|_{x=0}=q(t).
$$

This is the constant-property problem for $\varphi$. As long as $1+b\Delta T>0$, $\varphi$ increases with $\Delta T$, and both peak at $4t_p/3$. The peak time is unchanged, while the peak rise follows from $\Delta T+\frac12b\Delta T^2=\Delta T_{\max}$, with $\Delta T_{\max}$ taken from (8) for $k_0$ and $C_0$. The same steps work for any common positive factor $f(\Delta T)$, with $\varphi=\int_0^{\Delta T}f(u)\,du$. For the timing, constant diffusivity is therefore enough.

### (f) Palladium under a nanosecond pulse

The derived properties are

$$
D=\frac{0.72}{2.9}=0.248\ \mathrm{cm^2/s},\qquad e=\sqrt{0.72\times2.9}=1.445\ \mathrm{W\,s^{1/2}/(cm^2\,K)} .
$$

The diffusion length is $\sqrt{Dt_p}=705$ nm, so a sheet a millimetre thick counts as semi-infinite during the pulse. The absorbed fluence is $7\times10^6\times20\times10^{-9}=0.14$ J/cm². The temperature scale is

$$
\frac{q_0\sqrt{t_p}}{e}=\frac{7\times10^6\times\sqrt{20\times10^{-9}}}{1.445}=685\ \mathrm K .
$$

The surface peaks at $4\times20/3=26.7$ ns, which is 6.7 ns after the flux. The maximum rise is $0.869\times685=595$ K, giving a peak temperature of 895 K. The rise is 515 K at $t_p$ and has fallen back to 427 K at $2t_p$. At the temperature peak the flux is still 4.67 MW/cm², and $7/9$ of the fluence has been absorbed.

**Neglected effects.** Each is estimated alone, with the rest of the model held fixed. The temperatures and times carry more digits than the rough inputs justify, only so that small shifts can be compared.

*Temperature-dependent properties.* Take rough slopes of $4\times10^{-4}$ per K for $k$ and $2\times10^{-4}$ per K for $C$, relative to their starting values. The numerical solution then gives a peak rise of 547 K, which is 8% lower, at 26.6 ns. Part (e) makes both numbers plausible. Variation in step would not move the peak at all. With the average slope $b=3\times10^{-4}$ per K, solving $\Delta T+\frac12b\Delta T^2=595$ K gives 550 K.

*Absorptance.* If the absorbed fraction grows by $10^{-4}$ of its starting value per K, an assumed slope, the rise becomes 624 K and the peak moves to 26.8 ns. The surface is hotter on the falling flank than at the mirror-image time on the rising flank, so the absorbed pulse is skewed towards later times.

*Optical depth.* Let the light be absorbed as $e^{-x/\delta}$ with $\delta\approx10$ nm. Near the surface the correction $w$ to the temperature obeys $kw''=-(q/\delta)e^{-x/\delta}$ to leading order in $\delta$, with $w$ vanishing at depths well beyond $\delta$. Integrating twice gives $w(0)=-q\delta/k$. At the peak this is $-4.67\times10^6\times10^{-6}/0.72=-6.5$ K, in line with the computed drop from 595.1 to 588.7 K. The deficit shrinks as the flux falls, which delays the peak to 26.9 ns.

*Electrons and lattice.* The light heats the electrons, which pass the energy to the lattice. With a coupling of order $5\times10^{11}$ W/(cm³ K), local transfer of the highest absorbed power density requires a temperature difference of $(7\times10^6/10^{-6})/(5\times10^{11})=14$ K. This is only an upper bound, since it supposes that all the heat passes to the lattice within the optical depth. In a metal the electrons carry most of the heat inward themselves. If they carry all of it, the lattice receives only what warms it locally, and it lags the electrons by about $C$ divided by the coupling, $2.9/(5\times10^{11})\approx6$ ps. The fastest warming, at $t_p$, is $2q_0/(\sqrt{\pi t_p}\,e)\approx39$ K/ns by (6), so the difference is about 0.2 K. If the lattice carries 15 to 30% of the conduction, a two-temperature solution gives about 2 to 3 K, and the lattice peak shifts by less than 0.05 ns. For much shorter pulses at the same fluence the power density is higher, and a single temperature may no longer suffice.

*Sideways conduction and radiation.* For a beam radius of 1 mm, the squared ratio of diffusion length to radius is $5\times10^{-7}$. Black-body emission at the peak is 3.6 W/cm², also about $5\times10^{-7}$ of $q_0$. Both are negligible.

**The real case.** Among the effects estimated, and with the slopes assumed here, the property changes and the absorptance matter most for the temperature: each moves the rise by 5 to 8%, while none of the estimated effects moves the peak time by more than about 1%. This bound depends on the assumed absorptance slope: at three times that slope the rise is about 690 K and the peak comes at 27.1 ns, 1.5% late. The pulse shape is a separate matter. The factor $4/3$ belongs to the symmetric triangle. For another shape, (2) must be evaluated afresh.

The model also ends at melting, roughly 1800 K for palladium. By proportion, constant properties would put the surface there at $q_0\approx7\times(1500/595)\approx18$ MW/cm² for the same $t_p$. This is only a rough guide, since the properties change much more over that range. With the average slope $b=3\times10^{-4}$ per K used above, part (e) requires $1500+\frac12 b\,1500^2\approx1840$ K in place of 1500 K, which raises the estimate to about 22 MW/cm². Above the threshold, latent heat and a moving melt front enter, and (7) no longer applies.

The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
TESTS (scaled units: time in tp, rise in q0 sqrt(tp)/e)
peak time, formula            1.33333 tp
peak time, memory integral    1.33333 tp
peak time, heat equation      1.33341 tp
peak rise, formula            0.86863
peak rise, memory integral    0.86863
peak rise, heat equation      0.86863
largest solver-formula gap    5.7e-05
film thickness                0.20 sqrt(D tp)
film peak time, solver        1.9867 tp
film peak time, formula       1.9867 tp
peak time, k and C vary alike 1.3334 tp
EXAMPLE: palladium, rough properties
conductivity k                0.72 W/(cm K)
heat capacity C               2.90 J/(cm3 K)
diffusivity D                 0.2483 cm2/s
effusivity e                  1.4450 W s^0.5/(cm2 K)
flux peak time tp             20.0 ns
absorbed peak flux q0         7.00 MW/cm2
absorbed fluence              0.140 J/cm2
diffusion length sqrt(D tp)   705 nm
temperature unit q0 sqrt(tp)/e 685.1 K
surface peak time             26.67 ns
delay after flux peak         6.67 ns
flux at surface peak          4.67 MW/cm2
fluence share by then         0.7778
start temperature             300 K
rise at tp                    515.4 K
rise at 4tp/3                 595.1 K
rise at 2tp                   426.9 K
peak temperature              895 K
melting point (rough)         1830 K
NEGLECTED EFFECTS (estimates)
slopes of k and C             4e-04, 2e-04 per K
k(T), C(T): peak time         26.64 ns
k(T), C(T): peak rise         547.3 K
absorptance slope (assumed)   1e-04 per K
absorptance drift: peak time  26.80 ns
absorptance drift: peak rise  624.3 K
optical depth                 10 nm
optical depth: peak time      26.86 ns
optical depth: peak rise      588.7 K
electron-lattice coupling     5e+11 W/(cm3 K)
electron-lattice gap, at most 14 K
beam radius                   1.0 mm
(diffusion length/radius)^2   5.0e-07
black-body loss at peak       3.6 W/cm2
black-body loss / q0          5.2e-07
```
